Deuterium substitution of a hydrogen-only unstable mode

**Problem**

A precursor molecule reacts on a surface by passing a hydrogen atom from one group to another. At the saddle point of the energy surface one normal mode is unstable. It has an imaginary wavenumber of magnitude 1200 per cm, and hydrogen atoms alone move in it. Every hydrogen that moves is now replaced by deuterium. What is the new magnitude? How does the answer change if some of the moving atoms are not replaced?

The electronic energy is taken in the Born–Oppenheimer approximation. It then depends on the positions and charges of the nuclei but not on their masses, so both isotopes move on the same energy surface.

**First estimate by scaling**

Close to the saddle point, the motion along the unstable mode is governed by the curvature of the energy, k, in N/m, and the moving mass, m, in kg. The one combination of these with the unit of inverse time is √(|k|/m). The rate at which the system leaves the saddle, and with it the wavenumber, must therefore be proportional to this root. Substitution leaves k alone and roughly doubles m, so

ν_D ≈ 1200/√2 = 848.5 per cm.

The estimate leaves three points open: what an imaginary wavenumber measures, whether a mode of many atoms keeps its shape when masses change, and how much the true mass ratio differs from 2.

**Exact solution within the harmonic model**

*One coordinate.* Let x be the displacement of the hydrogen from the top of the barrier, with all other atoms fixed. To second order in x,

V = V₀ − ½|k|x².

The force is −dV/dx = +|k|x and points away from the top, so Newton's equation reads

m d²x/dt² = |k|x.

Trying x = exp(κt) gives mκ² = |k|, hence κ = ±√(|k|/m). For a release at rest from x_s, the two exponentials enter equally:

x(t) = x_s cosh(κt), with κ = √(|k|/m) from here on.

A vibration would be written exp(−iωt). Matching this to exp(κt) requires ω = iκ, which is why the wavenumber is called imaginary. Its magnitude is

ν = κ/(2πc),

where c is the speed of light. It measures a rate of departure, not an oscillation. With k unchanged,

ν_D/ν_H = √(m_H/m_D) = 1/√r, where r = m_D/m_H.

*Many atoms.* Let the vector x hold the displacements of all atoms, K the matrix of second derivatives of the energy at the saddle, and M the diagonal matrix of masses. A normal mode satisfies

K x = λ M x, λ = ω².

A first-order saddle has one negative λ, and for it |λ| = κ². Suppose that x is nonzero only on hydrogens that will be replaced, and let M′ be the mass matrix after replacement. On each moving atom the mass is multiplied by r. On every other atom x vanishes, so its mass does not matter. Therefore

M′x = r M x,

and inserting M x = M′x/r into the mode equation gives

K x = (λ/r) M′x.

The same displacement is thus a mode of the deuterated system, with λ divided by r. Since ν is proportional to √|λ|, it is divided by √r. The number of moving hydrogens does not enter.

*Numbers.* Atomic masses are used, which treats the electrons as moving along with their nuclei:

r = 2.014102/1.007825 = 1.99846, √r = 1.41367,

ν_D = 1200/1.41367 = 848.85 per cm ≈ 849 per cm.

The magnitude falls by 351 per cm. Expressed as energies, 0.1488 eV becomes 0.1052 eV.

The growth rate for hydrogen is κ = 2πcν = 2.2604 × 10¹⁴ per s. The curvature that belongs to it is

|k| = m_H κ² = 85.51 N/m,

and the same curvature with the deuterium mass gives κ = 1.5989 × 10¹⁴ per s.

These rates can be checked by following the motion near the top of a smooth barrier. Take

V(x) = V₀/cosh²(x/a), V₀ = 0.50 eV.

For small x, 1/cosh²(x/a) ≈ 1 − x²/a². Comparison with V₀ − ½|k|x² gives |k| = 2V₀/a², so a = √(2V₀/|k|) = 0.0433 nm. Trajectories were released at rest at 0.0001 a and followed numerically for 20 fs. They stay within 0.005 a of the top, so they test the harmonic region only. Solving x(t) = x_s cosh(κt) for κ at the final displacement gave 1200.00 per cm for H and 848.85 per cm for D.

**When other atoms share the motion**

If an atom that is not replaced also moves, M′x is no longer a multiple of M x and the mode changes shape. The new magnitude can still be bracketed.

Any displacement x can be expanded in the modes of the original system, scaled so that xᵢᵀM xⱼ is 1 for i = j and 0 otherwise. With coefficients cᵢ,

xᵀK x = Σ cᵢ²λᵢ, xᵀM x = Σ cᵢ².

The quotient xᵀK x/xᵀM x is a weighted mean of the λᵢ, so it cannot lie below the lowest one. The same holds for the deuterated system with M′ and its lowest value λ′.

Now use the original unstable mode x as a trial displacement in the deuterated system. All atoms in a mode share one time dependence, so their kinetic energies are in proportion to mass times squared displacement. Let f be the fraction carried by the atoms to be replaced. Their part of xᵀM x is multiplied by r and the rest is unchanged:

xᵀM′x = xᵀM x [1 − f + f r] = xᵀM x [1 + f(r − 1)].

Since xᵀK x = λ xᵀM x, the quotient for the trial displacement gives

λ′ ≤ λ/[1 + f(r − 1)].

Both sides are negative, so the inequality turns round for magnitudes. Taking roots,

ν_D ≥ ν_H/√[1 + f(r − 1)].

For the other side, use the deuterated mode x′ as a trial in the original system:

λ ≤ x′ᵀK x′/x′ᵀM x′ = λ′ (x′ᵀM′x′)/(x′ᵀM x′).

The last ratio is at least 1, because no mass has decreased, and λ′ is negative. Hence λ ≤ λ′, which means ν_D ≤ ν_H. Together,

ν_H/√[1 + f(r − 1)] ≤ ν_D ≤ ν_H.

As f cannot exceed 1, no substitution of H by D on this surface can bring the magnitude below ν_H/√r. The hydrogen-only mode, fully substituted, reaches that limit.

*Replacing one hydrogen of two.* Place two hydrogens on opposite sides of a free heavy atom of 28 u. Let r₁ and r₂ be the changes in the two bond lengths, and take the energy, measured from the saddle, as

V = −¼|k|(r₁ + r₂)² + ¼S(r₁ − r₂)², S = 300 N/m.

When both bonds stretch by u, each hydrogen feels an outward force |k|u, and the forces on the heavy atom cancel. The heavy atom stays at rest, each hydrogen obeys m_H d²u/dt² = |k|u, and the magnitude is 1200 per cm. Replacing both hydrogens gives 848.85 per cm, as the general result requires.

With one replacement, f = ½ and the lower bound is

1200/√(1 + 0.5 × 0.99846) = 980.05 per cm.

Diagonalization gives 996 per cm. The value lies above the bound because equal forces now act on unequal masses: the symmetric displacement is no longer a mode, and the true mode has a different shape.

*Recoil of the heavy groups.* In a transfer between an oxygen and a carbon atom, those atoms are not infinitely heavy. Consider a collinear O–H–C arrangement with free atoms of 16 and 12 u at the ends. In the limit where the O–C distance is rigid, the two ends form one body of mass M_h = 28 u at position X. Let w = x_H − X be the displacement of hydrogen relative to this body, and −|k′| the curvature along w. The forces are equal and opposite:

m_H d²x_H/dt² = |k′|w, M_h d²X/dt² = −|k′|w.

Dividing each equation by its mass and subtracting gives

d²w/dt² = |k′|(1/m_H + 1/M_h) w.

The curvature cancels from the isotope ratio:

ν_D/ν_H = √[(1/m_D + 1/M_h)/(1/m_H + 1/M_h)] = √(0.53221/1.02795) = 0.71954.

With ν_H held at 1200 per cm, ν_D is 863.45 per cm. For M_h → ∞ the ratio returns to 1/√r. Letting the O–C distance vary changes little as long as the energy does not couple that distance to the position of the hydrogen. Let r₁ and r₂ now be the changes in the O–H and H–C distances, so that r₁ + r₂ is the change in the O–C distance, and take the energy, measured from the saddle, as

V = ¼S(r₁ + r₂)² − ¼q(r₁ − r₂)².

For S = 100, 300 and 1000 N/m, with q readjusted each time to keep 1200 per cm for H, diagonalization gives 863.7, 863.6 and 863.5 per cm. Hydrogen carries about 96.5 percent of the kinetic energy in these modes. This insensitivity is built into the form of V, which gives both bonds the same force constant. An O–H–C saddle has no symmetry that requires this. Adding a term ½c(r₁² − r₂²), with S = 300 N/m and q again readjusted, draws the O–C distance into the unstable mode: c = 100 N/m gives f = 0.84 and 905 per cm, and c = 200 N/m gives f = 0.61 and 975 per cm.

**Comparison of estimate and solution**

The scaling estimate is 848.53 per cm and the harmonic solution with atomic masses is 848.85 per cm. The difference, 0.04 percent of the latter, arises because r is slightly less than 2. Bare nuclear masses give 848.74 per cm. All three round to 849 per cm.

The choice of mass ratio is therefore unimportant here, whereas the condition on the mode is not. Recoil in the collinear model without the coupling term raises the result by about 15 per cm, or 1.7 percent of 848.85 per cm, and coupling to the O–C distance can raise it several times more. In the two-hydrogen model, leaving one hydrogen unreplaced raises it by 147 per cm, an amount that depends on the chosen stiffness S and on the heavy mass. The scaling argument cannot reveal either change, since it assumes from the start that a single mass is involved.

**The real case and the rate**

A related real process is atomic layer deposition of aluminium oxide, in which a surface hydroxyl passes its hydrogen to a methyl group of trimethylaluminium and methane leaves. The magnitude of 1200 per cm, the barrier of 0.5 eV and a temperature of 500 K are rough values for such a step, not results for a particular surface site. One assumption that does not hold strictly here is that hydrogen alone moves. The 15 per cm of the collinear model holds for free end atoms and no coupling, and is not an estimate for this step: binding of the oxygen and carbon to their neighbours reduces recoil, while coupling to the O–C distance can make the shift several times larger. A real transfer path may be bent, and the hydrogens of the methyl group may take part. If the hydroxyl alone is deuterated, those hydrogens stay light and reduce f. A firm value then needs the full matrix K of the actual saddle point.

Tunnelling does not alter the wavenumber, which is fixed by the curvature and the masses, but it does alter the rate. In one dimension, the thermal flux reaching the barrier with energy between E and E + dE is proportional to exp(−E/k_BT) dE. Classically, all of it above V₀ crosses and none below, which gives

∫ exp(−E/k_BT) dE from V₀ to ∞ = k_BT exp(−V₀/k_BT).

If T_q(E) is the quantum transmission probability, the rate is multiplied by

Γ = ∫ T_q(E) exp[(V₀ − E)/k_BT] dE/(k_BT), from 0 to ∞.

Numerical solution of the Schrödinger equation for the barrier V₀/cosh²(x/a) at 500 K, where k_BT = 0.0431 eV, gives Γ = 1.73 for H and 1.31 for D. Γ combines tunnelling below V₀ with partial reflection above it. In this model the two together favour hydrogen by a factor of 1.32. This is not the whole isotope effect on the rate, because the zero-point energies of the stable vibrations also change on substitution and are left out here.

Numbers as computed

```
Hydrogen atomic mass: 1.00783 u
Deuterium atomic mass: 2.01410 u
Mass ratio r: 1.99846
Square root of r: 1.41367
Input magnitude, H: 1200 per cm
Curvature magnitude |k|: 85.51 N/m
Growth rate, H: 2.2604e+14 per s
Growth rate, D: 1.5989e+14 per s
Result, D, atomic masses: 848.85 per cm
Result, D, nuclear masses: 848.74 per cm
Result, D, mass ratio 2: 848.53 per cm
Lowering: 351.1 per cm
H magnitude as energy: 0.1488 eV
D magnitude as energy: 0.1052 eV
Barrier height: 0.50 eV
Barrier length a: 0.0433 nm
Trajectory: start 0.0001 a, duration 20 fs
Trajectory magnitude, H: 1200.00 per cm
Trajectory magnitude, D: 848.85 per cm
Pair model: heavy atom 28 u, stable 300 N/m
Pair model, both H: 1200.00 per cm
Pair model, both D: 848.85 per cm
Pair model, one D: 996.02 per cm
Pair model, share f of one H: 0.5000
Pair model, lower bound for one D: 980.05 per cm
Recoil model masses O, C: 16, 12 u
Recoil, stable stiffness 100 N/m: f = 0.9647
  lower bound 856.4 per cm, D 863.7 per cm
Recoil, stable stiffness 300 N/m: f = 0.9648
  lower bound 856.4 per cm, D 863.6 per cm
Recoil, stable stiffness 1000 N/m: f = 0.9651
  lower bound 856.4 per cm, D 863.5 per cm
Temperature: 500 K
Thermal energy: 0.0431 eV
Tunnelling rate factor Gamma, H: 1.733
Tunnelling rate factor Gamma, D: 1.314
Ratio of the factors, H to D: 1.319
```
